# The inverted Hanle effect from random interface stray fields, part 2

A ferromagnetic electrode magnetised along $x$ injects spins at the rate $G$ into states near a rough interface and detects their $x$ component. We seek the effect of its stray field $\mathbf b$ on the spin accumulation. Spins are first taken to stay at their sites, and the magnetisation $M$ to be uniform and rigid.

Fields with a tilde are in tesla; those without are in units of $B_1=\hbar/(g\mu_B\tau)$, where $\tau$ is the spin lifetime. With $\boldsymbol\Omega=\mathbf B+\mathbf b$ and applied field $\mathbf B$, the mean spin $G\tau\mathbf P$ obeys

$$
\mathbf P-\boldsymbol\Omega\times\mathbf P=\hat{\mathbf x}.
$$

The local accumulation relative to its field-free value is $R_{\rm loc}=P_x$. Its site average is $R_\parallel$ for $\mathbf B$ along $x$ and $R_\perp$ for $\mathbf B$ along $z$, normal to the interface; both equal $R(0)$ at zero field. For independent Gaussian components of $\mathbf b$ with zero mean and variances $\sigma_i^2$, and $D_i=1+2s\sigma_i^2$,

$$
R_\parallel(B)=1-\int_0^\infty ds\,
\frac{e^{-s-sB^2/D_x}}{\sqrt{D_xD_yD_z}}
\left(\frac{\sigma_y^2}{D_y}+\frac{\sigma_z^2}{D_z}\right),
$$

$$
R_\perp(B)=\int_0^\infty ds\,
\frac{e^{-s-sB^2/D_z}}{\sqrt{D_xD_yD_z}}
\left(1+\frac{\sigma_x^2}{D_x}\right).
$$

The Hanle amplitude $R(0)$ and the inverted amplitude $1-R(0)$ add up to the full accumulation. In strong parallel fields

$$
1-R_\parallel\simeq\frac{\tilde\sigma_y^2+\tilde\sigma_z^2}{\tilde B^2}.
$$

A spin splitting $\Delta\mu$ gives the voltage $P_T\Delta\mu/(2e)$, with tunnel polarisation $P_T$.

The metal fills $z>h(x,y)$, and its magnetic surface charge $M\partial_xh$ is placed on the plane $z=0$. The roughness consists of waves of one wavenumber $q$, with random phases $\phi_j$ and uniformly distributed directions $\theta_j$:

$$
h=\sum_jh_j\cos\psi_j,\qquad
\psi_j=q(x\cos\theta_j+y\sin\theta_j)+\phi_j,\qquad
h_{\rm rms}^2=\frac12\sum_jh_j^2 .
$$

At the depth $d$ below the plane, with $\beta=\tfrac12\mu_0Mq\,e^{-qd}$, the stray field is

$$
\begin{aligned}
\tilde b_x&=\beta\sum_jh_j\cos^2\theta_j\cos\psi_j,\\
\tilde b_y&=\beta\sum_jh_j\cos\theta_j\sin\theta_j\cos\psi_j,\\
\tilde b_z&=\beta\sum_jh_j\cos\theta_j\sin\psi_j .
\end{aligned}
$$

The closing output also lists a separate example with $b_x=\pm3$, equally likely, and a transverse field of fixed magnitude $b_t=1$; there a small parallel field first lowers the signal.

Different waves have independent phases, so cross terms vanish in the mean squares. Each squared sine or cosine of $\psi_j$ averages to one half. The directional averages are $\langle\cos^4\theta\rangle=3/8$, $\langle\cos^2\theta\sin^2\theta\rangle=1/8$ and $\langle\cos^2\theta\rangle=1/2$. Hence

$$
\tilde\sigma_x^2:\tilde\sigma_y^2:\tilde\sigma_z^2=3:1:4,\qquad
\tilde\sigma_z=\frac{\mu_0Mq\,h_{\rm rms}e^{-qd}}{2\sqrt2}.
$$

The products of $\tilde b_z$ with the other two components contain $\sin\psi_j\cos\psi_j$ and average to zero. The product $\tilde b_x\tilde b_y$ contains $\cos^3\theta\sin\theta$, which vanishes on averaging over directions. Many independent waves give a joint Gaussian distribution, and Gaussian components without correlation are independent. The conditions used for the integral formulas are thus met, but the stray field is not isotropic.

The worked example is an iron-like electrode on oxidised silicon at 300 K, with $\mu_0M=2.1$ T, $h_{\rm rms}=0.3$ nm and a roughness wavelength of 40 nm. The spins sit in localised states 2.0 nm below the metal, at the boundary between oxide and silicon. Their lifetime is 1.0 ns and $g=2.0$. All these are rough values. The magnetisation is kept uniform, which for real iron overestimates the stray field at this wavelength, as estimated further below. With $q=0.1571\ {\rm nm}^{-1}$,

$$
\tilde\sigma_z=\frac{2.1\ {\rm T}\times0.1571\times0.3\times e^{-0.314}}{2\sqrt2}
\simeq25.6\ {\rm mT}.
$$

The ratios then give $\tilde\sigma_x=25.6\sqrt{3/4}\simeq22.1$ mT and $\tilde\sigma_y=25.6/2=12.8$ mT. Since $B_1=5.69$ mT, the stray fields are strong: $\sigma_x=3.89$, $\sigma_y=2.25$ and $\sigma_z=4.49$. The two integrals give the following curves.

| Applied field (mT) | $R_\parallel$ | $R_\perp$ |
|---:|---:|---:|
| 0 | 0.411 | 0.411 |
| 10 | 0.435 | 0.396 |
| 20 | 0.499 | 0.356 |
| 50 | 0.748 | 0.187 |
| 100 | 0.922 | 0.054 |
| 200 | 0.980 | 0.013 |

The integrals were tested at 0, 20 and 60 mT against a direct three-dimensional average of the solved Bloch equations. The largest difference was $4\times10^{-7}$. A second test started from the surface itself. Four random rough surfaces, each periodic over 1024 nm, were given the magnetic charge $M\partial_xh$; the field at the depth of the states was summed by Coulomb's law, and the Bloch equation was solved at sites spread over the area. The mean accumulation was 0.411 at zero field and 0.501 at 20 mT parallel to the spins, against 0.411 and 0.499 from the formula.

An isotropic stray field of the same total strength, at the same lifetime, would leave $R(0)=0.369$. The surviving fraction thus depends on how the mean square field is shared among the three components, and not only on its total. Even if the stray fields are made 300 times larger, 0.374 of the accumulation survives.

For a field-free spin splitting of 5.0 meV and a tunnel polarisation of 0.4, the full signal is $0.4\times5.0/2=1.0$ mV. The Hanle amplitude is then 0.41 mV and the inverted amplitude 0.59 mV. The parallel curve has recovered half of the missing signal at 44 mT. The perpendicular curve has fallen to half of its zero-field value at 46 mT. Without stray fields that half width would be $B_1$, so the usual reading gives an apparent lifetime of

$$
\tau_{\rm app}=\tau\,\frac{B_1}{46.3\ {\rm mT}}
=1.0\ {\rm ns}\times\frac{5.69}{46.3}\simeq0.12\ {\rm ns},
$$

eight times too short. The tail of the parallel curve is more informative. At 200 mT it gives a transverse stray field of $200\sqrt{1-0.9798}\simeq28.4$ mT, while the true value is $\sqrt{12.8^2+25.6^2}\simeq28.6$ mT.

An assumption that matters greatly is that the spins stay where they are. Let them now diffuse parallel to the interface, with diffusion constant $D$, at fixed depth and without an applied field. The steady equation becomes

$$
\mathbf P-D\tau\nabla^2\mathbf P-\mathbf b\times\mathbf P=\hat{\mathbf x}.
$$

Split $\mathbf P$ into its spatial mean $\bar{\mathbf P}$ and a remainder $\mathbf p$. Since $\mathbf b$ has zero mean, the two parts obey

$$
\bar{\mathbf P}-\langle\mathbf b\times\mathbf p\rangle=\hat{\mathbf x},\qquad
\mathbf p-D\tau\nabla^2\mathbf p
=\mathbf b\times\bar{\mathbf P}
+\mathbf b\times\mathbf p-\langle\mathbf b\times\mathbf p\rangle .
$$

Define $\kappa=Dq^2\tau$. If $|\mathbf b|\ll\kappa$, a spin turns little while it crosses a region of uniform stray field, $\mathbf p$ is small, and the last two terms may be dropped to leading order. All waves in $\mathbf b$ have the wavenumber $q$, so $-D\tau\nabla^2$ acts on them as the factor $\kappa$, and $\mathbf p=\mathbf b\times\bar{\mathbf P}/(1+\kappa)$. Inserting this into the first equation and expanding the double product gives

$$
\bar{\mathbf P}+\frac{\langle b^2\rangle\bar{\mathbf P}
-\langle\mathbf b(\mathbf b\cdot\bar{\mathbf P})\rangle}{1+\kappa}
=\hat{\mathbf x}.
$$

For uncorrelated components, the $x$ component of the numerator is $(\sigma_x^2+\sigma_y^2+\sigma_z^2-\sigma_x^2)\bar P_x$, so that

$$
R(0)\simeq\left[1+\frac{\sigma_y^2+\sigma_z^2}{1+\kappa}\right]^{-1}.
$$

Fast motion averages the stray field and removes the suppression. The approximation was tested on a single roughness wave running at $30^\circ$ to $x$, with stray field $(6.0\cos\psi,\,3.46\cos\psi,\,6.93\sin\psi)$. For spins at rest the accumulation is 0.388. For $\kappa=400$ the numerical solution of the diffusion equation gives 0.9309. The mean square transverse field is $(3.46^2+6.93^2)/2\simeq30$, and the formula gives $1/(1+30/401)=0.9304$. The small difference comes from the correlation of $b_x$ and $b_y$ in a single wave, $\langle b_xb_y\rangle\simeq10.4$. The vector equation above then also produces a mean component

$$
\bar P_y=\frac{10.4/401}{1+(18+24)/401}\,\bar P_x\simeq0.0235\,\bar P_x ,
$$

where 18 and 24 are the mean squares of $b_x$ and $b_z$. It acts back on $\bar P_x$ and lowers the denominator $1+30/401$ by $0.0235\times10.4/401\simeq0.0006$, which raises the result to 0.9309.

For band electrons in doped silicon, with a rough diffusion constant of 3 cm²/s and the lifetime and stray field of the example, $\kappa\simeq7400$ and $R(0)=0.997$. Stray fields of 40 nm wavelength would suppress 0.3 % of such an accumulation if the electrons stayed at this depth. Band electrons also diffuse away from the interface, out of the thin layer that the stray field reaches, so their loss is much smaller still, and there is almost nothing for a parallel field to restore. The static model needs $\kappa\ll1$, and $\kappa=1$ is reached at $D\simeq4\times10^{-4}$ cm²/s. Alternatively, since $\kappa$ varies as the inverse square of the wavelength, mobile electrons with 3 cm²/s reach $\kappa=1$ when the wavelength is $40\ {\rm nm}\times\sqrt{7400}\simeq3.4$ µm. With the same roughness height, however, the rms $z$ component of the stray field from this surface would then be only about $0.07B_1$. At such a wavelength the upper surface of a 20 nm film is no longer negligible, but even with equal, independent roughness there the loss at $\kappa=1$ stays below 1 % of the accumulation. Between the static and the fast limit the suppression does not simply fade. In strong stray fields slow motion first deepens it: a spin at rest keeps its component along the local field, but a moving spin carries that component to places where the field points elsewhere, and part of it is lost there. Numerical solutions of the diffusion equation for random rough surfaces with the parameters of the example give $R(0)\simeq0.36$ at $\kappa=0.1$, 0.24 at $\kappa=1$ and 0.28 at $\kappa=5$, against 0.41 for spins at rest; these values are uncertain by about 0.01. Only faster motion restores the accumulation, and by the formula above about half of it is still lost when $1+\kappa=\sigma_y^2+\sigma_z^2\simeq25$, or $D\simeq0.01$ cm²/s. For roughness and a lifetime like those of the example, a strong inverted Hanle effect therefore points, within this model, to spins far less mobile than these band electrons.

The uniform magnetisation is itself a strong idealisation. It holds when $q\ell\gg1$, where $\ell=\sqrt{2A/(\mu_0M^2)}$ is the exchange length and $A$ the exchange stiffness. For iron, $A\simeq21$ pJ/m gives $\ell\simeq3.5$ nm and $q\ell\simeq0.5$, so the magnetisation partly bends along the surface and screens the charge $M\partial_xh$. Minimising exchange plus magnetostatic energy to first order in the slope, for a 20 nm film without anisotropy, lowers the rms fields from 22.1, 12.8 and 25.6 mT to about 14, 7 and 15 mT and changes the ratio of the variances from 3:1:4 to about 4:1:5. Then $R(0)\simeq0.48$, the Hanle half width is about 28 mT and the apparent lifetime about 0.20 ns. A parallel field stiffens the magnetisation, and at 200 mT the transverse stray field is about 9 % larger than at zero field. The ratio 3:1:4 and the numbers of the example therefore describe a rigid magnet, not iron itself.

Several other neglected effects are smaller for these parameters; exchange with the electrode and hyperfine fields are not estimated here. A perpendicular field tilts the magnetisation of a thin film. Minimising the energy density $-\tilde BM\sin\alpha+\tfrac12\mu_0M^2\sin^2\alpha$ gives $\sin\alpha=\tilde B/(\mu_0M)$. At 100 mT, with the stray field held fixed, the tilt adds 0.002 to $R_\perp=0.054$; at 200 mT it adds 0.009 to 0.013 and is no longer a small correction to that value. The fall of $R_\perp$ to zero thus presupposes $\tilde B\ll\mu_0M$; in a field strong enough to turn the magnetisation fully, injected spins and applied field are parallel again. Placing the magnetic charge on a plane changes $\langle b_z^2\rangle$ by 0.35 %, as found for a single corrugation along $x$ with the same rms height. The upper surface of a 20 nm film with equal but independent roughness adds 0.2 % to the mean square field.

The Zeeman splitting at 200 mT is 0.023 meV, or 0.5 % of the injected splitting, so relaxation towards zero polarisation is a fair approximation. For a singly occupied state with spin populations in the ratio $e^{\Delta\mu/k_BT}$, the polarisation is $\tanh(\Delta\mu/2k_BT)=0.0964$, where the linear law gives 0.0967. A bias of 0.2 V across the oxide corresponds to 1.0 MV/cm, well below the roughly 10 MV/cm at which good silicon dioxide breaks down. Tunnelling out of the states is already part of $\tau$.

Set beside a real contact of iron on oxidised silicon, the size of the magnetisation is close to that of iron, although it would not stay uniform at the rough surface, and a roughness of a few tenths of a nanometre over some tens of nanometres is plausible for a deposited film. The lifetime of 1 ns in interface states at room temperature and the splitting of 5 meV are assumptions, and real values may be far from them. Real interface states also differ in depth and coupling, and hence in lifetime. With the stray field held fixed, $R(0)$ is 0.48 for a lifetime of 0.5 ns and 0.38 for 2 ns, so a spread by a factor of two either way moves the surviving fraction by less than a fifth of its value. For equal injection rates each site contributes $G\tau R_{\rm loc}$, so the long-lived states weigh more in the average. Motion has a far larger effect: for the band electrons considered above it moves $R(0)$ from 0.41 to 0.997. If the spins are localised and the magnetisation stays rigid, a parallel and a perpendicular sweep, each to fields far above both $B_1$ and the stray field, together give the full accumulation as the sum of their amplitudes. In the example, sweeps that end at 200 mT still miss 3 % of it, so the two plateaus should be extrapolated with their $1/\tilde B^2$ tails, after the perpendicular curve has been corrected for the tilt of the magnetisation. Without this correction, an extrapolation from the values at 100 and 200 mT makes the sum about 1 % too small. The tail of the parallel curve, divided by this sum, then gives the transverse stray field present at the applied fields of the tail, which in a magnet that screens its surface charge is somewhat larger than at zero field. The lifetime must then come from a fit of the complete curves, and that fit becomes insensitive once $B_1$ is much smaller than the stray fields. The numerical output lists the main values used here.

## Computed results

```
magnetisation mu0 M = 2.1 T, g = 2.0
roughness rms = 0.3 nm, wavelength = 40 nm
depth of states = 2.0 nm, film = 20 nm
lifetime = 1.0 ns, temperature = 300 K
tunnel polarisation = 0.4
field-free spin splitting = 5.0 meV
roughness wavenumber q = 0.1571 1/nm
Bloch field B1 = 5.69 mT
stray rms x, y, z = 22.1, 12.8, 25.6 mT
same from Coulomb sums = 22.1, 12.8, 25.5 mT
stray rms / B1, x, y, z = 3.89, 2.25, 4.49
R at zero field, formula = 0.4111
R at zero field, rough-surface maps = 0.4110
R at 20 mT parallel, formula = 0.4994
R at 20 mT parallel, maps = 0.5013
R(0), isotropic field of equal total rms = 0.3691
R(0), stray field 300 times larger = 0.3738
largest formula-quadrature difference = 3.8e-07
B =   0 mT: R_par = 0.4111, R_perp = 0.4111
B =  10 mT: R_par = 0.4351, R_perp = 0.3963
B =  20 mT: R_par = 0.4994, R_perp = 0.3559
B =  50 mT: R_par = 0.7475, R_perp = 0.1867
B = 100 mT: R_par = 0.9222, R_perp = 0.0539
B = 200 mT: R_par = 0.9798, R_perp = 0.0132
full signal = 1.000 mV
zero-field signal = Hanle amplitude = 0.411 mV
inverted Hanle amplitude = 0.589 mV
half-recovery field, parallel = 44.2 mT
Hanle half width, perpendicular = 46.3 mT
apparent lifetime from that width = 0.123 ns
transverse stray rms, true = 28.6 mT
transverse stray rms from R_par at 200 mT = 28.4 mT
two-valued bx = +-3 B1, bt = B1: R(0) = 0.9091
  same, B = 3 B1: 0.7368; B = 100 B1: 0.9999
neglected effects:
magnetisation tilt, change of R_perp at 100 mT = 0.0020
R(0) for lifetime 0.5 ns = 0.4815
R(0) for lifetime 2.0 ns = 0.3849
nonlinear roughness, change of <bz^2> = 0.35 %
upper surface, added <b^2> = 0.19 %
Zeeman splitting at 200 mT = 0.0232 meV
  relative to injected splitting = 0.46 %
injected polarisation tanh = 0.0964, linear = 0.0967
oxide field at 0.2 V = 1.00 MV/cm
band electrons, D = 3.0 cm2/s: D q^2 tau = 7402
  R(0) with such motion = 0.9966
D at which D q^2 tau = 1: 4.05e-04 cm2/s
wave test: R static = 0.3878, R at D q^2 tau = 400: 0.9309
```
